# Pauli master equation from weak disorder and its finite-lattice recurrences, part 1

(Sections cited here and not found follow in the second part.)

## Part I. The van Hove limit

An electron enters a slightly disordered crystal in a state of sharp momentum. Its Schrödinger equation is reversible, yet its momentum distribution can be described, in a limit made precise below, by scattering rates that forget the past. On a finite crystal with one fixed potential this description cannot hold for all time, because a discrete spectrum brings the state back arbitrarily near its start. The question is in which limit the rates emerge, and what is lost when the crystal is finite.

### Model and conventions

Take a periodic cubic lattice of \(N=L^3\) sites, with the hopping energy \(J\), \(\hbar\) and the lattice constant set to one. A twist of the boundary conditions places the chosen momentum \(k_0\) on the grid, so the allowed momenta are \(k_0+q\) with \(q_i\in(2\pi/L)\mathbb Z\). The Hamiltonian is
\[
H=H_0+\lambda V,\qquad \varepsilon_k=-2\sum_{i=1}^3\cos k_i .
\]
The potential \(V_x\) is real and Gaussian with zero mean and \(\langle V_xV_y\rangle=C(x-y)\). Here \(C\) is even, has finite range \(r\), and \(C(0)=1\). Its spectrum is \(S(q)=\sum_R C(R)e^{-iq\cdot R}\ge0\). With \(V_{kk'}=N^{-1}\sum_xV_xe^{-i(k-k')\cdot x}\), one sum over sites removes the centre coordinate and leaves
\[
\langle |V_{kk'}|^2\rangle=\frac{S(k-k')}{N}.
\]
The initial state is the plane wave \(k_0\), and \(P_k(t)=\langle|\psi_k(t)|^2\rangle\) is the mean population. For a smooth function \(\phi\) write \(\langle\phi\rangle_t=\sum_k\phi(k)P_k(t)\). Testing against \(\phi\) matters because on an infinite lattice the population of any single momentum other than \(k_0\) is infinitesimal. The van Hove limit is \(N\to\infty\) first, then \(\lambda\to0\) with \(\tau=\lambda^2t\) fixed. From here on \(\int_k\) means \(\int d^3k/(2\pi)^3\) over the Brillouin zone.

### The expansion and its simple pairings

Expanding \(\psi\) in \(\lambda\) gives a factor \(-i\lambda\) for each interaction and \(e^{-i\varepsilon_ks}\) for free motion of duration \(s\). The conjugate amplitude has the conjugate factors. Call the two amplitudes the upper and lower branch. The Gaussian average is a sum over pairings of the interactions.

**Lemma 1.** At fixed \(\lambda\) and \(t\) the pairing series converges absolutely, uniformly in \(N\), for bounded \(\phi\).

*Proof.* At order \(2M\), each pair carries a momentum transfer \(q\) with weight \(S(q)/N\). These transfers determine all momenta, the phases have modulus one, and \(N^{-1}\sum_qS(q)=C(0)=1\). The ordered times on both branches have total volume
\[
\sum_{m+m'=2M}\frac{t^{m+m'}}{m!\,m'!}=\frac{(2t)^{2M}}{(2M)!}.
\]
There are \((2M)!/(2^MM!)\) pairings. The order is therefore bounded by \(\sup|\phi|\,(2\lambda^2t^2)^M/M!\), whose sum is finite. ∎

The limit \(N\to\infty\) may thus be taken term by term, turning momentum sums into integrals. The bound on the whole series is \(e^{2\lambda^2t^2}=e^{2\tau^2/\lambda^2}\), which is useless as \(\lambda\to0\). A finer division is needed.

A *gate* is a pair of successive interactions on one branch. A *rung* joins the two branches. A pairing is *simple* if it consists of gates and of rungs that occur in the same order on both branches. Let \(\langle\phi\rangle_t^{\rm s}\) be the sum of simple pairings and \(\langle\phi\rangle_t^{\rm r}\) the rest.

**Theorem.** In the van Hove limit \(\langle\phi\rangle_t^{\rm s}\) converges, for every finite \(\tau\ge0\), to the average of \(\phi\) in the solution of
\[
\boxed{\;\frac{dP_k}{dt}=\sum_{k'}W_{kk'}(P_{k'}-P_k),\quad
W_{kk'}=\frac{2\pi\lambda^2}{\hbar N}S(k-k')\,\delta(\varepsilon_k-\varepsilon_{k'})\;}
\]
with the sums read as integrals for \(N\to\infty\). If also

**(R)** \(\langle\phi\rangle_t^{\rm r}\to0\) in this limit,

then the full averaged populations obey this Pauli master equation.

The statement about simple pairings is proved below. Hypothesis (R) is not proved; the kinds of term it discards at lowest order are discussed afterwards.

### Decay of the free motion

**Lemma 2.** There is a constant \(c\) such that, for every integer \(n\) and real \(s\),
\[
\left|\int_{-\pi}^{\pi}\frac{dk}{2\pi}\,e^{ink}e^{2is\cos k}\right|\le\frac{c(1+|n|)}{(1+|s|)^{1/2}} .
\]

*Proof.* For \(|s|\le1\) the left side is at most one. For \(|s|>1\) put \(\delta=|s|^{-1/2}\). The neighbourhoods of width \(\delta\) on either side of \(k=0\) and \(k=\pi\) have total length \(4\delta\) and contribute at most \(4\delta/2\pi\). On \([\delta,\pi-\delta]\) use
\[
e^{2is\cos k}=-\frac{1}{2is\sin k}\frac{d}{dk}e^{2is\cos k}
\]
and integrate by parts. The two boundary terms and the remaining integral are together bounded by
\[
\frac1{2|s|}\left[\frac{2}{\sin\delta}+\frac{\pi|n|}{\sin\delta}+\int_\delta^{\pi-\delta}\frac{|\cos k|}{\sin^2k}dk\right]
\le\frac{4+\pi|n|}{2|s|\sin\delta},
\]
since the last integral is \(2(1/\sin\delta-1)\). With \(\sin\delta\ge2\delta/\pi\) and \(1/(|s|\delta)=\delta\), this is at most \(\pi\delta(4+\pi|n|)/4\). The mirror interval gives the same bound. ∎

In three dimensions the phase \(e^{-i\varepsilon_ks}\) is a product of three such factors. Therefore
\[
\left|\int_k e^{ik\cdot X}e^{-i\varepsilon_ks}\right|\le c^3\prod_i(1+|X_i|)\,(1+|s|)^{-3/2}. \tag{1}
\]
The power \(3/2\) exceeds one, so this decay is integrable in time. This step of the proof depends on the dimension.

A gate in state \(k\) replaces the free phase during its duration \(s\) by
\[
b_k(s)=\int_pS(k-p)e^{-i\varepsilon_ps}
=\sum_RC(R)e^{-ik\cdot R}\int_pe^{ip\cdot R}e^{-i\varepsilon_ps}.
\]
By (1) it is bounded by a constant times \((1+s)^{-3/2}\). Relative to the free phase, the gate supplies the memory kernel
\[
K_k(s)=e^{i\varepsilon_ks}b_k(s)=\int_pS(k-p)e^{i(\varepsilon_k-\varepsilon_p)s}.
\]

**Lemma 3.** Put \(\kappa_k=\int_0^\infty K_k(s)ds\). Then
\[
2\,{\rm Re}\,\kappa_k=2\pi\int_pS(k-p)\delta(\varepsilon_k-\varepsilon_p)\equiv\hat\Gamma_k .
\]

*Proof.* Let \(D_k(E)=\int_pS(k-p)\delta(E-\varepsilon_p)\). Then \(K_k(s)=\int dE\,D_k(E)e^{i(\varepsilon_k-E)s}\). Since \(K_k\) is integrable, Fourier inversion gives a continuous \(D_k\) with \(2\pi D_k(\varepsilon_k)=\int_{-\infty}^{\infty}K_k(s)ds\). Since \(K_k(-s)=K_k(s)^*\), the integral is \(2{\rm Re}\,\kappa_k\). ∎

The imaginary part of \(\kappa_k\) shifts the energy by \(\lambda^2{\rm Im}\,\kappa_k\). It affects phases and will cancel from populations.

### Proof of the theorem

Consider \(n\) rungs, \(m\) upper gates and \(m'\) lower gates. The rungs change the momentum on both branches through the same sequence \(k_0,k_1,\dots,k_n\), while a gate returns it to its former value. Let \(f_j\) be the free time spent in state \(j\) on the upper branch minus that on the lower, gate durations being excluded. A rung gives \((-i\lambda)(i\lambda)=\lambda^2\), and a gate on either branch gives \(-\lambda^2\). The term is
\[
(-1)^{m+m'}\lambda^{2(n+m+m')}\!\int\! d(\text{times})\int_{k_1\cdots k_n}\!\phi(k_n)
\prod_{j=1}^nS(k_j-k_{j-1})\prod_{j=0}^n e^{-i\varepsilon_jf_j}B_j ,
\]
where \(\varepsilon_j=\varepsilon_{k_j}\) and \(B_j\) is the product of \(b_{k_j}(s)\) for upper gates and \(b_{k_j}(s')^*\) for lower gates in state \(j\).

**A bound uniform in \(\lambda\).** Let \(\phi\) be a trigonometric polynomial. Expand every \(S\) and \(b\) in its finite sum over \(R\). If state \(j\) has \(m_j\) gates, the \(k_j\) integrand is \(e^{ik_j\cdot X}e^{-i\varepsilon_jf_j}\) with \(|X_i|\) at most linear in \(m_j\). By (1) the integral is bounded by a constant times \((1+m_j)^3(1+|f_j|)^{-3/2}\), and \((1+m_j)^3\le8^{m_j}\).

Now integrate over times. Upper rungs and gate beginnings are \(n+m\) ordered times, with volume at most \(t^{n+m}/(n+m)!\). Lower gate beginnings give at most \(t^{m'}/m'!\). With these held fixed, trade the lower rung times \(t'_1,\dots,t'_n\) for \(f_1,\dots,f_n\). Each \(f_j\) with \(j<n\) is \(t'_j-t'_{j+1}\) plus fixed quantities, and \(f_n\) is \(t'_n\) plus fixed quantities, so the Jacobian is one. All integrals over \(f_j\) and gate durations converge. The numbers of ways to interleave gates and rungs are at most \(2^{n+m}\) and \(2^{n+m'}\). Hence, for some constant \(A\) independent of \(\lambda\), all terms with given \(n,m,m'\) together are bounded by
\[
A\,\frac{(A\tau)^{n+m+m'}}{(n+m)!\,m'!}
\]
after increasing \(A\) so that it is at least one and absorbs the powers of two. For each value \(l=n+m\) there are \(l+1\) choices of \(n\), so the sum converges for every \(\tau\). The limit can therefore be taken inside the sum and, by dominated convergence, inside the integrals.

**The limit of each term.** Measure the upper event times and the lower gate beginnings in units of \(\lambda^{-2}\). The \(f_j\) and gate durations stay finite, so on this scale the upper and lower times of each rung merge into one time \(\sigma_j\). Let \(g,g'\) be the total durations of upper and lower gates. Both branches last for time \(t\), so \(\sum_{j\ge0}f_j=g'-g\), and
\[
e^{-i\varepsilon_0f_0}=\exp\Big(i\varepsilon_0\sum_{j=1}^nf_j\Big)\,e^{i\varepsilon_0(g-g')} .
\]
Integration over \(f_j\) now gives
\[
\int_{-\infty}^{\infty}df_j\,e^{i(\varepsilon_0-\varepsilon_j)f_j}=2\pi\delta(\varepsilon_j-\varepsilon_0),
\]
understood after the momentum integral, where (1) makes it legitimate. Energy is thus conserved at each rung. The remaining factor \(e^{i\varepsilon_0(g-g')}\) turns each upper gate into \(-\kappa_{k_j}\) and each lower gate into \(-\kappa_{k_j}^*\). In an interval of scaled length \(\Delta\), summing over ordered gates yields
\[
\sum_{m,m'}\frac{(-\kappa\Delta)^m}{m!}\frac{(-\kappa^*\Delta)^{m'}}{m'!}=e^{-(\kappa+\kappa^*)\Delta}=e^{-\hat\Gamma\Delta}.
\]
With \(\hat W_{kk'}=2\pi S(k-k')\delta(\varepsilon_k-\varepsilon_{k'})\), \(\sigma_0=0\) and \(\sigma_{n+1}=\tau\), the total is
\[
\sum_{n\ge0}\int_{0<\sigma_1<\cdots<\sigma_n<\tau}\!d\sigma\int_{k_1\cdots k_n}\!\phi(k_n)
\prod_{j=1}^n\hat W_{k_jk_{j-1}}\prod_{j=0}^ne^{-\hat\Gamma_{k_j}(\sigma_{j+1}-\sigma_j)} .
\]
Separating the last rung shows that this series solves
\[
P_k(\tau)=e^{-\hat\Gamma_k\tau}P_k(0)+\int_0^\tau d\sigma\,e^{-\hat\Gamma_k(\tau-\sigma)}\int_{k'}\hat W_{kk'}P_{k'}(\sigma).
\]
Differentiation produces \(-\hat\Gamma_kP_k\) from the exponentials and the gain term from the upper limit. Since \(\hat\Gamma_k=\int_{k'}\hat W_{kk'}\), this is the master equation in the time \(\tau\). Returning to \(t\) multiplies the rates by \(\lambda^2\).

For continuous \(\phi\), approximate uniformly by trigonometric polynomials. The simple contribution is a nonnegative distribution, since for each sequence of momenta it is a product of factors \(S\ge0\) with a squared modulus. Its total weight is bounded, so the approximation error is controlled. ∎

### What hypothesis (R) leaves out

For \(\phi=1\) the full sum is one by unitarity. The simple part also tends to one because the master equation conserves probability. Thus the rest vanishes for this \(\phi\). This does not settle other \(\phi\), because the rest need not be positive.

At order \(\lambda^4\), one omitted term has a gate nested inside another. With \(G_E(p)=(E-\varepsilon_p+i0)^{-1}\), its self-energy contains \(\int_pF(p)G_E(p)^2\), where \(F\) is a trigonometric polynomial in \(p\). At fixed \(F\), the integral equals \(-\partial_E\int_pFG_E\). It is finite away from energies where the density of states is singular, here \(\pm2\) and \(\pm6\). Its effect over time \(t\) is then of order \(\lambda^4t=\lambda^2\tau\).

The crossed self-energy is
\[
\Sigma_\times=\lambda^4\int_{q,q'}S(q)S(q')\,G(k_0+q)\,G(k_0+q+q')\,G(k_0+q').
\]
It must be small beside the Born self-energy, which is of order \(\lambda^2\). Part II gives its computed size.

A gate may also straddle a rung, with its two interactions on either side of the rung's end on the same branch. If the rung leads from \(k_0\) to \(k'\), this changes its amplitude by the relative amount
\[
\lambda^2\int_qS(q)\,G(k_0+q)\,G(k'+q).
\]
For (R) to hold, the effect of this correction must also vanish with \(\lambda\) after integration over \(k'\). It is not evaluated here.

Rungs may also occur in opposite order on the two branches. By time reversal, such pairings can match the ladder for final momenta within about \(\Gamma/v\) of \(-k_0\), where \(v\) is the group speed and \(\Gamma=\lambda^2\hat\Gamma\). This cone covers a fraction of order \(\lambda^{2(d-1)}\) of a \((d-1)\)-dimensional energy shell. Outside it, at distance \(Q\) from \(-k_0\), the ratio to the ladder falls only as about \(\Gamma/(vQ)\). In three dimensions this tail, integrated over the two-dimensional shell, outweighs the cone, so the total weight of two reversed rungs relative to the ladder is of order \(\lambda^2\), not \(\lambda^4\). This estimate, which is not a proof, still vanishes for \(d=3\). In one dimension the cone is the whole back-scattered shell, there is no suppression, and (R) cannot be expected there.

## Part II. Decay, current and recurrence on finite lattices

The symbols carried over are these: \(\varepsilon_k=-2\sum_i\cos k_i\), the disorder strength \(\lambda\), its spectrum \(S(q)\), the scaled time \(\tau=\lambda^2t\), and \(N=L^3\) sites. The mean populations \(P_k\) start from the single momentum \(k_0\). The simple pairings lead to the master equation with scaled rates \(\hat W_{kk'}=2\pi S(k-k')\delta(\varepsilon_k-\varepsilon_{k'})\) and loss rate \(\hat\Gamma\). The physical loss rate is \(\Gamma=\lambda^2\hat\Gamma\). The discarded pairings are covered by hypothesis (R). Energies are in units of \(J\) and times in \(\hbar/J\).

### A solution that tests both loss and gain

Choose
\[
S(q)=1+a\sum_i\cos q_i,\qquad |a|\le\tfrac13,
\]
so that \(S\ge0\). In real space \(C(0)=1\), and each nearest neighbour has correlation \(a/2\). Let \(\rho=\int_k\delta(\varepsilon-\varepsilon_k)\) be the density of states per site, and let \(\langle\cdot\rangle_\varepsilon\) be the average over the energy shell.

The simple pairings have been shown to give the Pauli master equation in the van Hove limit, while its validity for the full averaged populations still rests on the unproved hypothesis (R). It remains to solve the master equation for the chosen spectrum, compare it with the full dynamics on finite lattices, and examine recurrence and the order of the limits.
